# Locating the Bethe-Lattice Anderson Transition: From Population Dynamics to a Tail Operator

For the Anderson model on the Bethe lattice with branching number $K=2$, hopping $t$, site energies uniform on $[-W/2,W/2]$ and energy $E=0$, the localized phase loses stability at

$$W_c\simeq 18.17\,t .$$

The condition behind this number is $\Lambda(1/2)=1$, where $\Lambda(\beta)$ is the largest eigenvalue of a linear operator that carries the power-law tail of the imaginary part from one generation to the next. Population dynamics solves the same recursion, but its apparent threshold is far lower: a straight-line fit to the growth rates of 20000 members vanishes at $16.5\,t$. The scheme below follows from understanding that gap.

## The recursion and its small imaginary part

Remove from a site the neighbour that points towards the root. It keeps $K$ branches, which are joined only through it. Let $G$ be its diagonal Green function at energy $E+i\eta$, $\eta>0$. Eliminating the amplitudes on branch $k$ adds $t^2G_k$ to the site's self-energy, $G_k$ being the Green function of the first site of that branch with the upper site removed. Different branches give no cross terms, because no path joins them. Hence

$$G=\frac{1}{E+i\eta-\epsilon-t^2\sum_{k=1}^{K}G_k}.$$

This is exact on a tree. The sign of the hopping is immaterial, since only $t^2$ enters. A site of the full lattice has $K+1$ such branches, which changes its own Green function but not the stability of the recursion.

Write $G=R-i\Delta$, with $\Delta>0$. The denominator is $u+iy$, where

$$u=E-\epsilon-t^2\sum_kR_k,\qquad y=\eta+t^2\sum_k\Delta_k .$$

Since $1/(u+iy)=(u-iy)/(u^2+y^2)$, we have $R=u/(u^2+y^2)$ and $\Delta=y/(u^2+y^2)$. To first order in $y$,

$$R=\frac1{E-\epsilon-t^2\sum_kR_k},\qquad \Delta=R^2\Big(\eta+t^2\sum_k\Delta_k\Big).$$

The real parts now evolve alone, and $\Delta$ follows linearly. Unrolling the second equation gives a sum over the site itself and all its descendants $j$, each weighted by the squares of the factors along its path. The product $R_0tR_1t\cdots R_j$ is, up to sign, the Green function $G_{0j}$ at $\eta=0$, so $\Delta_0/\eta=\sum_jG_{0j}^2$. On a 63-site tree with $W=18\,t$, both this identity and the full recursion agree with matrix inversion to rounding error.

Physically, $y$ is the rate at which a site loses probability to its surroundings, times $\hbar/2$. If it stays finite as $\eta\to0$, a particle escapes. If it vanishes with $\eta$, the particle is localized.

## First attempt: iterate and look at $\Delta$

Population dynamics represents the distribution of $G$ by a pool. For each new member one draws $K$ old members with replacement, draws $\epsilon$, and applies the recursion.

The average of $\Delta$ is the wrong quantity to watch. At fixed children, put $c=E-t^2\sum_kR_k$ and average over the box:

$$\int_{-W/2}^{W/2}\frac{d\epsilon}{W}\,\frac{y}{(c-\epsilon)^2+y^2}\to\frac{\pi}{W}\quad(y\to0,\ |c|<W/2).$$

The limit does not depend on $y$. The ensemble mean therefore stays finite in both phases and reports the cavity density of states. In the localized phase it is carried by resonant sites so rare at small $\eta$ that a finite pool mostly misses them, and the pool mean jumps erratically, usually far below $\pi/W$. The geometric mean, called typical below, does distinguish the phases. With 10000 members:

- At $W=10\,t$ it is $8.64\times10^{-3}/t$ for $\eta=10^{-6}t$ and $8.63\times10^{-3}/t$ for $\eta=10^{-8}t$. It does not follow $\eta$. The two runs share their random numbers; other seeds move the value by about 2%, to $8.4$–$8.6\times10^{-3}/t$.
- At $W=28\,t$ it falls from $7.16\times10^{-8}/t$ to $7.17\times10^{-10}/t$, a ratio of 100 within the seed-to-seed scatter of about 1%, for a hundredfold change of $\eta$.

The transition lies between these values, and close to it a small $\Delta$ neither grows nor decays appreciably per generation. It is better to measure that growth directly.

## Second attempt: growth of an infinitesimal $\Delta$

Set $\eta=0$ in the linear recursion and keep each pair $(R,\Delta)$ together when drawing, since the two are correlated. Every ten generations divide all $\Delta$ by their geometric mean. The sum of the logarithms of these divisors, per generation, is the growth rate $v$: positive in the extended phase, negative in the localized one.

Pools of 300 and 20000 members, followed for 12000 and 1500 generations after a discarded start of 300, give these rates, with the standard error of the last digits in brackets:

| $W/t$ | 300 | 20000 |
|---|---|---|
| 14 | 0.040(5) | 0.179(6) |
| 18 | −0.249(5) | −0.094(8) |
| 22 | −0.529(6) | −0.328(14) |

A straight line in $\ln W$ through each column vanishes at $14.55\,t$ and $16.46\,t$. The statistical errors are much smaller than the difference between the columns, so longer runs would not help. The threshold depends on pool size, and the scheme needs the rate of an infinite pool.

## Why independent factors do not suffice

After $n$ generations $\Delta$ is a sum over $K^n$ paths of products of $t^2R^2$. A tempting estimate treats the factors as independent, with growth factor $K\,t^{2\beta}\langle|R|^{2\beta}\rangle$ for the sum of the $\beta$-th powers of the path weights. But $R=1/u$, and $u$ has finite density at zero, so the density of $R$ falls as $1/R^2$. The average then diverges for $\beta\ge1/2$, and $\beta=1/2$ will turn out to be the value that matters.

The remedy is in the recursion. If a child has very large $R_1$, its parent has $R'\approx-1/(t^2R_1)$, which is small, unless another child compensates. The large factor is followed by a small one. The real part must therefore be carried along the path.

## The tail operator

Let $P(R)$ be the stationary density of $R$, and $Q$ the density of $\epsilon+t^2\sum_{k\ge2}R_k$, which is everything in the denominator except $E$ and one chosen child. Given that child's $R_1$, the parent's $R'$ requires

$$\epsilon+t^2\sum_{k\ge2}R_k=E-\frac1{R'}-t^2R_1 .$$

The Jacobian of $1/R'$ is $R'^{-2}$, so

$$p(R'|R_1)=R'^{-2}\,Q\!\left(E-\frac1{R'}-t^2R_1\right),\qquad P(R')=\int dR_1\,P(R_1)\,p(R'|R_1).$$

Suppose that, at fixed $R$, the joint density has the tail $A(R)\Delta^{-1-\beta}$. At fixed $R'$ the factor $s=t^2R'^2$ is finite, so a large $\Delta'$ needs a large child, and to leading order just one is large. With $\Delta'=s\Delta_1$, the tail becomes

$$\frac1s\left(\frac{\Delta'}s\right)^{-1-\beta}=s^\beta\,\Delta'^{-1-\beta}.$$

Any of the $K$ children may be the large one. The new amplitude is

$$A'(R')=K\,t^{2\beta}|R'|^{2\beta-2}\int dR\,A(R)\,Q\!\left(E-\frac1{R'}-t^2R\right).$$

Its largest eigenvalue is $\Lambda(\beta)$. For large $|R|$ the eigenfunction goes as $|R|^{2\beta-2}$, while $Q$ inherits the $1/R^2$ tail of the other child. The integrand decays as $|R|^{2\beta-4}$ and converges for $\beta<3/2$. The divergence at $\beta=1/2$ has gone.

At $W=18\,t$ and $\beta=1/4$, where the factors have a finite mean and can also be sampled, the operator gives $\Lambda=1.2090$. A weighted population that uses no grid gives $1.2097$.

## Why $\beta=1/2$ decides

**Symmetry.** A left eigenfunction $B$ obeys

$$\Lambda B(R)=Kt^{2\beta}\int dR'\,B(R')|R'|^{2\beta-2}Q\!\left(E-\frac1{R'}-t^2R\right).$$

Substitute $R'=1/(t^2s)$. Then $dR'\to ds/(t^2s^2)$ and $|R'|^{2\beta-2}=(t^2|s|)^{2-2\beta}$. Together with the prefactor, the powers are $t^{2-2\beta}|s|^{-2\beta}$. Define $C(s)=|s|^{-2\beta}B(1/(t^2s))$, set $R=1/(t^2s')$, and multiply by $|s'|^{-2\beta}$:

$$\Lambda C(s')=Kt^{2(1-\beta)}|s'|^{2(1-\beta)-2}\int ds\,C(s)\,Q\!\left(E-\frac1{s'}-t^2s\right).$$

This is the original operator with $\beta$ replaced by $1-\beta$, so $\Lambda(\beta)=\Lambda(1-\beta)$. On a grid that does not share the inversion symmetry, $W=18\,t$ gives $\Lambda(0.3)=1.1324$ and $\Lambda(0.7)=1.1322$, with $\Lambda(0.5)=1.0049$ between them.

**Convexity.** At $\beta=0$ the positive function $P$ is an eigenfunction with eigenvalue $K$, so $\Lambda(0)=\Lambda(1)=K$. The kernel depends on $\beta$ through positive factors exponential in $\beta$. The trace of its $n$-th power is a sum of such exponentials, and the logarithm of such a sum is convex. Taking the $n$-th root as $n\to\infty$ shows that $\ln\Lambda$ is convex. With the symmetry, its minimum lies at $\beta=1/2$.

**Growth rate.** Let $e^{nS(g)}$ be the expected number of paths of length $n$ with weight $e^{ng}$. Apart from end factors, which do not affect the rate, $\Lambda(\beta)^n$ is the sum of $e^{n[S(g)+\beta g]}$ over $g$. The largest term dominates, and inverting this relation gives

$$S(g)=\min_\beta\,[\ln\Lambda(\beta)-\beta g].$$

A typical tree contains such paths if $S(g)\ge0$. The upper limit this sets is $g\le\ln\Lambda(\beta)/\beta$ for every $\beta>0$; negative $\beta$ only limits $g$ from below. That a large expected number means typical presence is the usual argument for branching trees, not proved here. In the other direction, $(\sum_i w_i)^\beta\le\sum_i w_i^\beta$ for $0<\beta\le1$, so the sum over all paths cannot typically grow faster than $\ln\Lambda(\beta)/\beta$. When the minimum lies below $\beta=1$, the two statements meet:

$$v=\min_{0<\beta\le1}\frac{\ln\Lambda(\beta)}{\beta}.$$

The minimum lies at $\beta=0.555$, $0.502$ and $0.468$ for $W/t=14$, 18 and 22. Now $v<0$ if $\ln\Lambda$ is negative somewhere, which happens when $\Lambda(1/2)<1$. If $\Lambda(1/2)>1$, then $\ln\Lambda$ is positive throughout and $v>0$. The transition is at $\Lambda(1/2)=1$.

## Strong disorder by hand

For $W\gg t$, $Q$ is close to $1/W$ for $|y|<W/2$ and small outside. At $\beta=1/2$ and $E=0$ put $A(R)=a(R)/|R|$. The prefactor $|R'|^{-1}$ cancels, leaving

$$\Lambda\,a(R')=Kt\int\frac{dR}{|R|}\,a(R)\,Q\!\left(-\frac1{R'}-t^2R\right).$$

The box limits $t^2|R|$ to about $W/2$ from above. It also makes $a(R')$ small when $1/|R'|$ exceeds $W/2$. Between $|R|=2/W$ and $|R|=W/(2t^2)$, $a$ is roughly constant. Each sign of $R$ contributes $\ln(W^2/4t^2)$, so to leading logarithm

$$\Lambda(1/2)\simeq\frac{Kt}{W}\cdot2\cdot2\ln\frac{W}{2t}=\frac{4Kt}{W}\ln\frac{W}{2t}.$$

The equal-sized ranges of large and small $|R|$ show the inversion symmetry at work. For $K=2$, $W=18\,t$ this is $(8/18)\ln9=0.977$, against the computed $1.005$. Setting it to one gives $W=8t\ln(W/2t)$, or $W\approx17.2\,t$. A leading-logarithm argument does not by itself exclude relative corrections of order $1/\ln(W/2t)\approx0.46$, so it does not guarantee agreement this close. It explains the scale of the threshold, not its decimals.

## A grid that respects resonances

Set $t=1$ and $E=0$. The recursion is odd in $R$ and the box is symmetric, so $P$ and $Q$ are even. With $|R|=e^x$ and $A=a(x)/|R|$, folding both signs of $R$ onto $x$ gives

$$\Lambda a(x')=Ke^{(2\beta-1)x'}\int dx\,a(x)\,N(x',x),$$

$$N(x',x)=Q(e^{-x'}+e^x)+Q(e^{-x'}-e^x).$$

The density $p(x)=|R|P(R)$ obeys $p(x')=e^{-x'}\int dx\,p(x)N(x',x)$, so the same matrix serves both problems. For $K=2$, with $F$ the cumulative distribution of $R$,

$$Q(y)=\frac{F(y+W/2)-F(y-W/2)}{W}.$$

Point sampling of $N$ fails on the ridge $e^x=e^{-x'}$, where a child with large $|R|$ is followed by a parent with small $R'\approx-1/R$. The ridge has width about $W$ in $R$, hence $We^{-x}$ in $x$. At $x=8$ and $W=18$ this is $18/2981=0.006$, while 640 cells over $|x|<8$ have width $0.025$. The cure is to integrate $Q$ over each cell. With $I(y)=\int_0^yQ\,dy$ and cell edges $R_-$ and $R_+$, the cell's contribution is

$$\frac{\delta x}{R_+-R_-}\Big[I(z+R_+)-I(z+R_-)+I(z-R_-)-I(z-R_+)\Big],\quad z=e^{-x'}.$$

The last two terms have reversed order because $z-R$ decreases as $R$ grows. The procedure is then:

1. Iterate $p\to F\to Q\to N\to p$, normalizing $p$, until it stops changing.
2. Find $\Lambda(1/2)$ by repeated application of the operator.
3. Repeat at several $W$ and interpolate $\ln\Lambda(1/2)$ to zero.

Before normalization, total probability is conserved to $3.5\times10^{-4}$ relative to one.

## Reading the numbers

The operator gives $\Lambda(1/2)=1.03734$, $1.00510$ and $0.97492$ at $W/t=17$, 18 and 19. The last two have logarithms $0.00509$ and $-0.02540$, so linear interpolation gives

$$\frac{W_c}{t}\approx18+\frac{0.00509}{0.00509+0.02540}=18.17 .$$

Quadratic interpolation through all three points gives $18.164$. A coarser grid of 360 cells over $|x|<7$ gives $18.158$. This difference indicates the numerical error but does not bound it; both grids cut off the range of $x$, and both values lie low. With the tails beyond the cut continued analytically, $\Lambda(1/2)$ at $W=18\,t$ rises by $10^{-4}$ to $1.00521$, $2\ln\Lambda(1/2)$ rises from $0.0102$ to $0.0104$, and the threshold settles at $18.17\,t$.

At $W=18\,t$ the infinite-pool rate is close to $0.00509/0.5=0.0102$; the full minimization gives $0.0101$. The system is slightly on the extended side, yet a perturbation needs about 100 generations to grow by a factor $e$. Both finite pools even give the wrong sign there.

The infinite-pool rates at $W/t=14$, 18 and 22 are $0.2625$, $0.0101$ and $-0.2287$. The straight-line fit used for the pools puts their zero at $17.94\,t$, so the fit itself lowers the threshold by about $0.2\,t$. The other $1.5\,t$ of the shortfall with 20000 members comes from the finite pool.

## What a finite pool leaves out

A tail probability $\Delta^{-\beta}$ reaches $1/N$ at $\ln\Delta=(\ln N)/\beta$. A pool of $N$ members therefore holds the tail over a logarithmic length of about $L=(\ln N)/\beta$. The following estimate is heuristic. Requiring the tail to vanish at both ends of this length multiplies the exponential in $\ln\Delta$ by a sine of wavenumber $\pi/L$, which makes the exponent complex: $\beta\pm i\pi/L$. Write $v(\beta)=\ln\Lambda(\beta)/\beta$. At its minimum $v'=0$ and $v''=(\ln\Lambda)''/\beta$. Expanding to second order gives

$$v_N-v\simeq-\frac{\pi^2}{2L^2}v''=-\frac{\pi^2\beta\,(\ln\Lambda)''}{2(\ln N)^2}.$$

At $W=18\,t$, the three values on the skew grid give $(\ln\Lambda)''\approx(0.1243+0.1242-2\times0.0049)/0.2^2=5.97$. With $\beta=1/2$ the predicted deficit is $14.7/(\ln N)^2$: $0.45$ for 300 members and $0.15$ for 20000. The measured deficits are $0.26$ and $0.10$. The estimate has the right sign and size but is too large by factors of 1.7 and 1.4, so it is a guide, not a correction to apply blindly.

Its logarithm shows why brute force is a poor design. Near the transition $v\approx2\ln\Lambda(1/2)$ falls by about $0.06$ per unit of $W/t$. Reducing the shift to $0.1\,t$ needs a deficit near $0.006$. Scaling the measured $0.10$ by $(\ln N)^{-2}$ then requires $\ln N\approx40$, or some $10^{17}$ members. This is a lower estimate: the deficit times $(\ln N)^2$ is still rising, from 8.4 at 300 members to 10.2 at 20000, and the heuristic coefficient 14.7 would give $\ln N\approx50$, over $10^{21}$ members.

Extrapolation does better. A line in $1/(\ln N)^2$ through the two rates at $W=18\,t$ has intercept $-0.018\pm0.012$, statistical error only. Since the rate falls by about $0.06$ per unit of $W/t$, this puts the threshold near $17.7\,t$, within $0.5\,t$ of the operator's result. The intercept still has the wrong sign, and it moves with the pair of pools chosen, lying lower for smaller pools. Two pool sizes cannot test the assumed law, so the operator remains the better way to locate the transition.

## Scope

The value $18.17\,t$ belongs to $K=2$, $E=0$ and box disorder of full width $W$. Another energy, or another continuous distribution of site energies, changes $Q$ and removes the even-odd simplification if the symmetry is lost, but the tail operator keeps its form. Loops invalidate the recursion itself, because branches are then no longer independent. The number should not be carried over to a crystal with the same number of neighbours, nor to interacting electrons. The computed values are collected in the numerical output.

## Values computed for the example and the checks

```
Tree of 63 sites, relative error of recursion: 3.3e-16
Same, linearized imaginary part: 0.0e+00
W = 17 t: Lambda(1/2) = 1.03734
W = 18 t: Lambda(1/2) = 1.00510
W = 19 t: Lambda(1/2) = 0.97492
Critical disorder, 640 cells, |x| < 8: 18.164 t
Critical disorder, 360 cells, |x| < 7: 18.158 t
Largest probability error of the grid: 3.5e-04
W = 18 t, skew grid: Lambda(0.3) = 1.1324
W = 18 t, skew grid: Lambda(0.5) = 1.0049
W = 18 t, skew grid: Lambda(0.7) = 1.1322
W = 18 t: Lambda(0.25) operator = 1.2090
W = 18 t: Lambda(0.25) sampling = 1.2097
Growth rates of ln Delta per generation (error in brackets):
W = 14 t: infinite pool 0.2625, beta = 0.555
  pool 300: 0.0397 (0.0049)
  pool 20000: 0.1787 (0.0060)
W = 18 t: infinite pool 0.0101, beta = 0.502
  pool 300: -0.2488 (0.0053)
  pool 20000: -0.0944 (0.0078)
W = 22 t: infinite pool -0.2287, beta = 0.468
  pool 300: -0.5293 (0.0061)
  pool 20000: -0.3284 (0.0142)
Zero of fitted rate, pool 300: 14.55 t
Zero of fitted rate, pool 20000: 16.46 t
Zero of fitted rate, infinite pool: 17.94 t
W = 10 t: typical Delta at eta = 1e-6 t: 8.638e-03 /t
W = 10 t: typical Delta at eta = 1e-8 t: 8.634e-03 /t
  ratio of the two: 1.00
W = 28 t: typical Delta at eta = 1e-6 t: 7.159e-08 /t
W = 28 t: typical Delta at eta = 1e-8 t: 7.165e-10 /t
  ratio of the two: 99.92
```
